# Dopant Solid Solubility from Equilibrium with a Competing Precipitate: verification in Python

```python
"""Solid solubility of a substitutional donor D in equilibrium with a precipitate.

Result under test (dilute ideal solution, Boltzmann carriers):
  neutral donors  N0 = 2 N exp(-(g_ion + E_d - mu)/kT)
  ionized donors  N+ = C_i n_i / n,  C_i = N exp(-(g_ion + E_i - mu)/kT)
  electrons       n  = -A/2 + sqrt(A^2/4 + n_i^2 + C_i n_i)
N: host sites per volume; mu: dopant chemical potential set by the precipitate;
g_ion: free energy of D+ on a site without configurational entropy;
E_d: donor level; E_i: intrinsic Fermi level; n_i: intrinsic carrier density;
A: density of fixed ionized acceptors.
For an uncharged dopant and a precipitate with r host atoms per dopant,
the site fraction x obeys x (1-x)^r = z, z being the Boltzmann factor.
Energies are in eV from the valence band edge, densities in cm^-3.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize
from scipy.special import gammaln, expit

temperature = 1300.0
kT = constants.k * temperature / constants.e
sites = 5.0e22
dos_c, dos_v = 2.0e20, 2.0e20      # effective band densities at temperature
E_v, E_c = 0.0, 0.70
E_d = E_c - 0.05
g_ion = 0.25
mu_element = 0.0                   # pure dopant phase
g_host = 0.0                       # host free energy per atom (reference)
g_compound = -0.10                 # per formula unit, one host and one dopant
mu_compound = g_compound - g_host
acceptors = 2.0e19

n_i = np.sqrt(dos_c * dos_v) * np.exp(-(E_c - E_v) / (2 * kT))
E_i = (E_c + E_v) / 2 + kT / 2 * np.log(dos_v / dos_c)


def solubility(mu, A=0.0):
    """Derived formulas: C_i, electrons, ionized donors, neutral donors."""
    C_i = sites * np.exp(-(g_ion + E_i - mu) / kT)
    n = -A / 2 + np.sqrt(A**2 / 4 + n_i**2 + C_i * n_i)
    neutral = 2 * sites * np.exp(-(g_ion + E_d - mu) / kT)
    return C_i, n, C_i * n_i / n, neutral


# Test 1: count lattice arrangements of an uncharged dopant explicitly.
# Each dopant leaving the precipitate also returns r host atoms to the crystal.
def counted_fraction(r, z, hosts=20000, largest=8000):
    N = np.arange(largest + 1.0)
    H = hosts + r * N
    logw = gammaln(H + N + 1) - gammaln(N + 1) - gammaln(H + 1) + N * np.log(z)
    w = np.exp(logw - logw.max())
    mean = np.sum(w * N) / np.sum(w)
    return mean / (hosts + (1 + r) * mean)


z_test = 0.05
x_counted = {}
x_formula = {}
for r in (0, 1):
    x_counted[r] = counted_fraction(r, z_test)
    x_formula[r] = brentq(lambda x: x * (1 - x)**r - z_test, 0, 1 / (1 + r))
    # tolerance covers the finite number of atoms
    assert abs(x_counted[r] / x_formula[r] - 1) < 5e-3


# Test 2: canonical sum over ions, neutral donors, electrons and holes in a
# small neutral box whose dopants exchange with the compound precipitate.
box = 1.0e-17                      # cm^3


def canonical_means(mu, A):
    ion = np.arange(200.0, 521.0)[:, None, None]
    neu = np.arange(60.0, 231.0)[None, :, None]
    hole = np.arange(0.0, 91.0)[None, None, :]
    M = sites * box
    donors = (gammaln(M + 1) - gammaln(M - ion - neu + 1)
              - gammaln(ion + 1) - gammaln(neu + 1) + neu * np.log(2)
              - (ion * (g_ion - mu) + neu * (g_ion + E_d - mu)) / kT)
    elec = ion + hole - round(A * box)
    carriers = (elec * (np.log(dos_c * box) - E_c / kT) - gammaln(elec + 1)
                + hole * (np.log(dos_v * box) + E_v / kT) - gammaln(hole + 1))
    w = donors + carriers
    w = np.exp(w - w.max())
    w /= w.sum()
    p_ion, p_neu, p_hole = w.sum((1, 2)), w.sum((0, 2)), w.sum((0, 1))
    # the summation window must hold practically all the weight
    assert max(p_ion[0], p_ion[-1], p_neu[0], p_neu[-1], p_hole[-1]) < 1e-5
    return (p_ion @ ion.ravel() / box, p_neu @ neu.ravel() / box)


canonical = {}
for A in (0.0, acceptors):
    canonical[A] = canonical_means(mu_compound, A)
    expected = solubility(mu_compound, A)
    # tolerance covers the few hundred particles in the box
    assert abs(canonical[A][0] / expected[2] - 1) < 0.01
    assert abs(canonical[A][1] / expected[3] - 1) < 0.01


# Test 3: minimize the free energy of a closed system with both precipitates
# allowed; share is the compound's part of the precipitated dopant.
unit = 1.0e19
total_dopant = 2.0e20


def closed_free_energy(v, share):
    ion, neu, hole = np.exp(v[:3])
    elec = ion + hole
    rest = total_dopant / unit - ion - neu
    mu_mix = share * mu_compound + (1 - share) * mu_element
    return (ion * (np.log(ion * unit / sites) - 1 + g_ion / kT)
            + neu * (np.log(neu * unit / (2 * sites)) - 1 + (g_ion + E_d) / kT)
            + elec * (np.log(elec * unit / dos_c) - 1 + E_c / kT)
            + hole * (np.log(hole * unit / dos_v) - 1 - E_v / kT)
            + rest * mu_mix / kT)


options = {"ftol": 1e-14, "gtol": 1e-8, "maxiter": 2000}
free_fit = minimize(lambda v: closed_free_energy(v, v[3]), [0, 0, 0, 0.5],
                    method="L-BFGS-B", bounds=[(-3, 3)] * 3 + [(0, 1)],
                    options=options)
element_fit = minimize(lambda v: closed_free_energy(v, 0.0), [0, 0, 0],
                       method="L-BFGS-B", bounds=[(-3, 3)] * 3, options=options)
assert free_fit.x[3] > 0.999       # the compound takes all the precipitate
assert free_fit.fun < element_fit.fun
for fit, mu in ((free_fit, mu_compound), (element_fit, mu_element)):
    ion, neu = np.exp(fit.x[:2]) * unit
    assert ion + neu < total_dopant
    assert abs(ion / solubility(mu)[2] - 1) < 2e-3
    assert abs(neu / solubility(mu)[3] - 1) < 2e-3
minimized_total = np.exp(free_fit.x[:2]).sum() * unit


# Test 4: size of the Boltzmann error, from Fermi-Dirac band integrals.
def band_density(dos, eta):
    # the substitution energy = s^2 removes the square-root edge
    val = quad(lambda s: 2 * s**2 * expit(eta - s**2), 0, 8)[0]
    return dos * 2 / np.sqrt(np.pi) * val


def ionized_at(E_F):
    return sites * np.exp(-(g_ion + E_F - mu_compound) / kT)


def net_charge(E_F):
    return (ionized_at(E_F) + band_density(dos_v, (E_v - E_F) / kT)
            - band_density(dos_c, (E_F - E_c) / kT)) / unit


E_F_fd = brentq(net_charge, 0.1, 0.9)
ion_fd = ionized_at(E_F_fd)

C_i, n, ion, neu = solubility(mu_compound)
C_el, n_el, ion_el, neu_el = solubility(mu_element)
_, n_A, ion_A, neu_A = solubility(mu_compound, acceptors)
E_F = E_i + kT * np.log(n / n_i)
assert ion_fd < ion and abs(ion_fd / ion - 1) < 0.05
assert ion_A > ion and ion + neu < ion_el + neu_el

# Test 5: limits, reached by shifting the precipitate free energy.
low, high = solubility(mu_compound - 1.0), solubility(mu_compound + 1.0)
assert abs(low[2] / low[0] - 1) < 0.01
assert abs(high[2] / np.sqrt(high[0] * n_i) - 1) < 0.01


def show(label, value, unit_name, fmt=".3e"):
    print(f"{label}: {value:{fmt}} {unit_name}")


print("INPUTS")
show("temperature", temperature, "K", ".0f")
show("kT", kT, "eV", ".5f")
show("host site density N", sites, "cm^-3")
show("effective conduction band density", dos_c, "cm^-3")
show("effective valence band density", dos_v, "cm^-3")
show("band gap", E_c - E_v, "eV", ".2f")
show("donor level E_d above valence edge", E_d, "eV", ".2f")
show("ion free energy g_ion", g_ion, "eV", ".2f")
show("dopant potential, elemental phase", mu_element, "eV", ".2f")
show("dopant potential, 1:1 compound", mu_compound, "eV", ".2f")
print("COMPOUND PRECIPITATE (stable)")
show("intrinsic Fermi level E_i", E_i, "eV", ".3f")
show("intrinsic carrier density n_i", n_i, "cm^-3")
show("exponent (g_ion+E_i-mu)/kT", (g_ion + E_i - mu_compound) / kT, "(no unit)", ".4f")
show("C_i", C_i, "cm^-3")
show("C_i/n_i", C_i / n_i, "(no unit)", ".3f")
show("electron density n", n, "cm^-3")
show("hole density", n_i**2 / n, "cm^-3")
show("Fermi level", E_F, "eV", ".4f")
show("ionized solubility", ion, "cm^-3")
show("strongly extrinsic estimate sqrt(C_i n_i)", np.sqrt(C_i * n_i), "cm^-3")
show("neutral solubility", neu, "cm^-3")
show("total solubility", ion + neu, "cm^-3")
show("total as site fraction", (ion + neu) / sites, "(no unit)")
show("ionized share of dissolved donors", 100 * ion / (ion + neu), "%", ".1f")
show("total from free-energy minimization", minimized_total, "cm^-3")
print("ELEMENTAL PRECIPITATE (metastable)")
show("C_i", C_el, "cm^-3")
show("electron density n", n_el, "cm^-3")
show("ionized solubility", ion_el, "cm^-3")
show("neutral solubility", neu_el, "cm^-3")
show("total solubility", ion_el + neu_el, "cm^-3")
show("ratio of C_i, elemental/compound", C_el / C_i, "(no unit)", ".3f")
show("ratio of ionized, elemental/compound", ion_el / ion, "(no unit)", ".3f")
show("dopant activity vs element at compound limit",
     np.exp((mu_compound - mu_element) / kT), "(no unit)", ".3f")
print("WITH ACCEPTORS, COMPOUND PRECIPITATE")
show("acceptor density A", acceptors, "cm^-3")
show("electron density n", n_A, "cm^-3")
show("ionized solubility", ion_A, "cm^-3")
show("total solubility", ion_A + neu_A, "cm^-3")
show("canonical sum, ionized, A=0", canonical[0.0][0], "cm^-3")
show("canonical sum, neutral, A=0", canonical[0.0][1], "cm^-3")
show("canonical sum, ionized, with A", canonical[acceptors][0], "cm^-3")
print("CHECKS OF APPROXIMATIONS")
show("ionized solubility, Fermi-Dirac", ion_fd, "cm^-3")
show("change from Boltzmann value", 100 * (ion_fd / ion - 1), "%", ".2f")
show("uncharged test, z", z_test, "(no unit)", ".3f")
for r in (0, 1):
    print(f"r={r}: site fraction counted {x_counted[r]:.5f}, formula {x_formula[r]:.5f}")
print("all good")
```

Output:

```
INPUTS
temperature: 1300 K
kT: 0.11203 eV
host site density N: 5.000e+22 cm^-3
effective conduction band density: 2.000e+20 cm^-3
effective valence band density: 2.000e+20 cm^-3
band gap: 0.70 eV
donor level E_d above valence edge: 0.65 eV
ion free energy g_ion: 0.25 eV
dopant potential, elemental phase: 0.00 eV
dopant potential, 1:1 compound: -0.10 eV
COMPOUND PRECIPITATE (stable)
intrinsic Fermi level E_i: 0.350 eV
intrinsic carrier density n_i: 8.794e+18 cm^-3
exponent (g_ion+E_i-mu)/kT: 6.2486 (no unit)
C_i: 9.666e+19 cm^-3
C_i/n_i: 10.992 (no unit)
electron density n: 3.045e+19 cm^-3
hole density: 2.539e+18 cm^-3
Fermi level: 0.4891 eV
ionized solubility: 2.791e+19 cm^-3
strongly extrinsic estimate sqrt(C_i n_i): 2.915e+19 cm^-3
neutral solubility: 1.328e+19 cm^-3
total solubility: 4.119e+19 cm^-3
total as site fraction: 8.239e-04 (no unit)
ionized share of dissolved donors: 67.8 %
total from free-energy minimization: 4.119e+19 cm^-3
ELEMENTAL PRECIPITATE (metastable)
C_i: 2.360e+20 cm^-3
electron density n: 4.640e+19 cm^-3
ionized solubility: 4.473e+19 cm^-3
neutral solubility: 3.243e+19 cm^-3
total solubility: 7.716e+19 cm^-3
ratio of C_i, elemental/compound: 2.442 (no unit)
ratio of ionized, elemental/compound: 1.603 (no unit)
dopant activity vs element at compound limit: 0.410 (no unit)
WITH ACCEPTORS, COMPOUND PRECIPITATE
acceptor density A: 2.000e+19 cm^-3
electron density n: 2.205e+19 cm^-3
ionized solubility: 3.855e+19 cm^-3
total solubility: 5.183e+19 cm^-3
canonical sum, ionized, A=0: 2.788e+19 cm^-3
canonical sum, neutral, A=0: 1.327e+19 cm^-3
canonical sum, ionized, with A: 3.851e+19 cm^-3
CHECKS OF APPROXIMATIONS
ionized solubility, Fermi-Dirac: 2.720e+19 cm^-3
change from Boltzmann value: -2.56 %
uncharged test, z: 0.050 (no unit)
r=0: site fraction counted 0.05000, formula 0.05000
r=1: site fraction counted 0.05279, formula 0.05279
all good
```
